# Spectrum of a nitroxide biradical as the exchange coupling grows

## The question

A biradical carries two equivalent nitroxide groups in a liquid. Each unpaired electron (spin 1/2) couples to its own $^{14}$N nucleus (spin 1) with hyperfine constant $a>0$, and the electrons are coupled by exchange $J$. All energies are divided by $g\mu_B$ and given in mT:

$$H=B(S_{1z}+S_{2z})+J\,\mathbf S_1\cdot\mathbf S_2+a(S_{1z}I_{1z}+S_{2z}I_{2z}).$$

With this sign convention, $J>0$ places the triplet above the singlet.

Assume the following.

- Tumbling is fast enough to average out dipolar and anisotropic terms, and $J$ is constant in time.
- The field is high: $a\ll B$, and $|J|$ is not close to $B$. Hyperfine terms that flip an electron and a nucleus together are therefore dropped.
- The thermal energy is large compared with all splittings, there is no saturation, and all lines have the same width.

The spectrum is swept in field at fixed microwave frequency, with centre field $B_0$. Numerical parts use the round model values $a=1.5$ mT, $g=2.006$, 9.5 GHz, and a Gaussian line of peak-to-peak derivative width 0.15 mT.

(a) Find the electron energy levels for fixed nuclear projections $m_1,m_2$.

(b) Find the positions and intensities of all lines.

(c) Describe the spectrum for $J=0$ and for small $|J|$.

(d) Describe the strong lines for $|J|\gg a$.

(e) Where do the weak satellites lie? Decide for which $J$ any of them fall between the outermost strong lines.

(f) Find the mean square offset of the spectrum, and use it to check (e).

(g) Work out the lines numerically for $J/a=3/4$ and $4/3$.

(h) How large must $|J|$ be before the recorded derivative amplitudes follow the integrated intensities?

## Model answers

### (a) Energy levels

$H$ contains only the $z$ components of the nuclear spins, so $m_1$ and $m_2$ are conserved. Define

$$M=m_1+m_2,\qquad \delta=a(m_1-m_2),\qquad R=\sqrt{J^2+\delta^2}.$$

Write the exchange term as $J S_{1z}S_{2z}+\tfrac J2(S_{1+}S_{2-}+S_{1-}S_{2+})$. The flip-flop part gives zero on parallel spins, so

$$E_{++}=B+\frac J4+\frac{aM}{2},\qquad E_{--}=-B+\frac J4-\frac{aM}{2}.$$

For antiparallel spins the Zeeman terms cancel, $S_{1z}S_{2z}=-1/4$, and the hyperfine terms give $\pm\delta/2$. In the basis $|{+-}\rangle,|{-+}\rangle$,

$$H_{\rm mid}=-\frac J4+\frac12K,\qquad K=\begin{pmatrix}\delta&J\\J&-\delta\end{pmatrix}.$$

Since $K^2=(\delta^2+J^2)\mathbb 1=R^2\mathbb 1$ and $K$ has zero trace, its eigenvalues are $\pm R$. The two middle states $v_\pm$ have energies

$$E_\pm=-\frac J4\pm\frac R2 .$$

### (b) Positions and intensities

Let $x$ be a transition energy minus $B$. The allowed transitions raise the total electron projection by one:

$$v_\pm\to{+}{+}:\quad x=\frac{aM}{2}+\frac J2\mp\frac R2,$$
$${-}{-}\to v_\pm:\quad x=\frac{aM}{2}-\frac J2\pm\frac R2 .$$

These offsets do not depend on $B$. At fixed frequency, resonance requires $B+x=B_0$, so a line appears at the field $B_0-x$. We take $|J|$ to be smaller than $B_0$ by much more than $a$, so that this field is positive for every line. We also take $|J|$ not close to $B_0/2$: lines with $x\approx|J|$ appear at $B\approx B_0-|J|$, which there equals $|J|$, so the condition that $|J|$ is not close to $B$ would fail for them.

The transition energy is the same for every line in such a sweep, and at high temperature so is the population difference. The intensity is then proportional to the squared matrix element of $S_+=S_{1+}+S_{2+}$. For $v=c_1|{+-}\rangle+c_2|{-+}\rangle$ with real, normalized coefficients,

$$\langle{+}{+}|S_+|v\rangle=\langle v|S_+|{-}{-}\rangle=c_1+c_2,$$

so the weight is $(c_1+c_2)^2=1+2c_1c_2$. For $R>0$ the projector on $v_\pm$ is $\tfrac12(1\pm K/R)$. Its off-diagonal element is $c_1c_2=\pm J/(2R)$, which gives

$$w_\pm=1\pm\frac JR .$$

Collecting the transitions of $v_+$ and $v_-$ separately gives two pairs. If $J$ changes sign, the states exchange roles, so the spectrum depends on $|J|$:

$$\text{main lines: }\;x=\frac{aM}{2}\pm\frac{R-|J|}{2},\qquad w=1+\frac{|J|}{R},$$
$$\text{satellites: }\;x=\frac{aM}{2}\pm\frac{R+|J|}{2},\qquad w=1-\frac{|J|}{R}.$$

This spectrum therefore does not reveal the sign of $J$.

The singlet content of a middle state is $P=(c_1-c_2)^2/2=(1-2c_1c_2)/2$, so $w=2(1-P)$. A pure singlet cannot absorb. The satellites involve the state with $P=(1+|J|/R)/2$, and they are weak when this state is nearly a singlet. They have intensity because $\delta$ mixes in some triplet. For $m_1=m_2$ there is no mixing, and their weight is zero when $J\neq0$.

Each nuclear configuration has total weight $2(1+|J|/R)+2(1-|J|/R)=4$. The nine equally populated configurations give 36.

### (c) Zero and small exchange

At $J=0$ the positions are $aM/2\pm|\delta|/2$, which are $am_1$ and $am_2$. Each electron sees its own nucleus alone. Each configuration puts weight 2 at $am_1$ and weight 2 at $am_2$. A given position receives $3\times2$ from each electron, or 12 in all. The spectrum is three lines at $-a,0,a$ in the ratio 1:1:1.

For $J\ne0$ and $\delta\neq0$, a main line and its neighbouring satellite are separated by

$$\frac{R+|J|}{2}-\frac{R-|J|}{2}=|J| .$$

When $|J|\ll a$ they have nearly equal weights and straddle the old position. If $|J|$ is also small compared with the linewidth, the splitting is hidden. At $J/a=0.05$ the splitting is 0.075 mT, half the peak-to-peak width, and the absorption still has three maxima. Here the "satellites" carry 32% of the intensity, so the name suits them only at larger $|J|$.

### (d) Strong exchange

For $|J|\gg a$, expand $R=|J|\sqrt{1+\delta^2/J^2}\simeq|J|+\delta^2/(2|J|)$. The main lines lie at

$$x\simeq\frac{aM}{2}\pm\frac{\delta^2}{4|J|},\qquad w\simeq2 .$$

They gather at $aM/2$ with $M=-2,\dots,2$. The numbers of pairs $(m_1,m_2)$ giving these sums are 1, 2, 3, 2, 1. The result is five lines with integrated intensities 1:2:3:2:1 and spacing $a/2$, half the original spacing. The strong lines connect states that are nearly pure triplets. In the middle triplet state $\langle S_{1z}\rangle=\langle S_{2z}\rangle=0$, and in the outer ones both are $+\tfrac12$ or both $-\tfrac12$. Each transition therefore changes both by 1/2, instead of changing one of them by 1, so each nucleus acts with half its coupling.

At $J/a=100$ diagonalization of all 36 states gives 1.0000 : 2.0000 : 2.9998 : 2.0000 : 1.0000.

### (e) Where the satellites lie

The outermost strong lines come from $m_1=m_2=\pm1$ and stay at $\pm a$ for every $J$. Take $|J|>0$ and examine each type of satellite.

For $M=0$, $|\delta|=2a$, the satellites are at $\pm(R+|J|)/2$. Since $R>2a$, both lie outside $\pm a$.

For $M=1$, $|\delta|=a$, the outward satellite is at $a/2+(R+|J|)/2>a$, also outside. The inward one is at

$$x_{\rm in}=\frac a2-\frac{\sqrt{J^2+a^2}+|J|}{2}.$$

It starts at 0 and moves steadily towards negative $x$ as $|J|$ grows. It reaches $-a$ when $\sqrt{J^2+a^2}=3a-|J|$. Squaring,

$$J^2+a^2=9a^2-6a|J|+J^2\quad\Rightarrow\quad |J|=\frac{4a}{3}.$$

The case $M=-1$ is the mirror image. Satellites therefore lie between the outermost strong lines only for $0<|J|<4a/3$, and even then only the inward ones do. In the regime of the five-line spectrum, $|J|\gg a$, all satellites are far outside, near $x=\pm|J|$.

On its way out the inward satellite crosses $-a/2$, where a line of the later five-line pattern will form. This requires $\sqrt{J^2+a^2}=2a-|J|$, hence $a^2=4a^2-4a|J|$ and $|J|=3a/4$.

For the satellite intensity at large $|J|$, use $1-|J|/R\simeq\delta^2/(2J^2)$. Four configurations have $|\delta|=a$ and two have $|\delta|=2a$, each with two satellites:

$$\frac{1}{36}\left[8\,\frac{a^2}{2J^2}+4\,\frac{4a^2}{2J^2}\right]=\frac{a^2}{3J^2}.$$

At $J/a=10$ this estimate is 0.333% of the total; the full expression gives 0.326%.

### (f) Mean square offset

For one configuration, the terms linear in $\pm(R\mp|J|)/2$ cancel between the two lines of each pair. With $q=|J|/R$,

$$\sum wx^2=4\left(\frac{aM}{2}\right)^2+\frac12\left[(1+q)(R-|J|)^2+(1-q)(R+|J|)^2\right].$$

The square bracket equals $2(R^2+J^2)-4qR|J|=2R^2-2J^2=2\delta^2$. Therefore

$$\sum wx^2=a^2M^2+\delta^2=2a^2(m_1^2+m_2^2).$$

Over the nine configurations, $\sum m_1^2=\sum m_2^2=6$. The total is $24a^2$, and division by 36 gives

$$\langle x^2\rangle=\frac{2a^2}{3}\quad\text{for every }J.$$

Five lines in the ratio 1:2:3:2:1 supply

$$\frac{2\cdot1\cdot a^2+2\cdot2\cdot(a/2)^2}{9}=\frac{a^2}{3},$$

which is half of what is required. The satellites supply the rest: a fraction $a^2/(3J^2)$ at distance $|J|$ contributes $a^2/3$. Lines of such small intensity could not do this from inside $\pm a$. For $|J|\gg a$ there must therefore be satellites far outside, in agreement with (e); the limit $4a/3$ is not tested by this argument. At $J/a=100$ the computed shares are $0.33336\,a^2$ and $0.33331\,a^2$.

### (g) Two numerical cases

For $|\delta|=a$ both values of $J/a$ give a rational $R/a$.

**$J=3a/4=1.125$ mT.** Here $R=5a/4=1.875$ mT, so $(R-J)/2=0.375$ mT and $(R+J)/2=1.5$ mT. With $aM/2=0.75$ mT for $M=1$:

- main lines at $0.75\pm0.375=0.375$ and $1.125$ mT, each with $w=1+3/5=1.6$;
- satellites at $0.75\pm1.5=-0.75$ and $2.25$ mT, each with $w=0.4$.

Four configurations each have one inward satellite. These carry $4\times0.4/36=4.4\%$ of the total intensity.

**$J=4a/3=2.0$ mT (56.2 MHz).** Here $R=5a/3=2.5$ mT, so $(R-J)/2=0.25$ mT and $(R+J)/2=2.25$ mT. Again for $M=1$:

- main lines at 0.5 and 1.0 mT, each with $w=1+4/5=1.8$;
- satellites at $-1.5$ and $3.0$ mT, each with $w=0.2$.

The inward satellite now coincides with the strong line at $-a$. Its middle state has singlet content $(1+4/5)/2=0.90$.

In both cases the absorption has nine maxima within 1.8 mT of the centre, counting those above 1% of the highest. The change from three lines to five thus passes through a richer pattern, and satellites are found inside $\pm a$ only before the five-line pattern has formed.

The dropped hyperfine terms shift lines by an amount of order $a^2/B_0=1.5^2/338\approx0.007$ mT. Restoring them at $J/a=3/4$ changes the absorption by at most 4.3% of its highest value, and by 0.43% at ten times the field. These figures apply to this $J$ only. The approximation fails near $|J|=B$, where the singlet crosses an outer triplet level and the dropped terms can mix the two strongly. Here $B$ is the field at which a line appears. The low-field satellites lie at $B\approx B_0-|J|$, so for them the failure comes at $|J|\approx B_0/2\approx169$ mT, where their three peaks break up into about nine.

### (h) Derivative amplitudes

By (d), two thirds of the central line is displaced by $\pm d$ with $d=a^2/|J|$, and the $M=\pm1$ lines by $\pm d/4$. Let $f=e^{-x^2/2\sigma^2}$. Its derivative is extreme at $x=\pm\sigma$, so $\sigma=0.15/2=0.075$ mT. For a displaced pair,

$$\tfrac12\left[f'(x+d)+f'(x-d)\right]\simeq f'(x)+\frac{d^2}{2}f'''(x),\qquad f'''=\left(\frac{3x}{\sigma^4}-\frac{x^3}{\sigma^6}\right)f .$$

At $x=\sigma$, $f'=-f/\sigma$ and $f'''=2f/\sigma^3$, so the amplitude is multiplied by $1-d^2/\sigma^2$. The extremum also moves, but because $f'$ is stationary there, this matters only at order $d^4$. Relative to the outermost line, the amplitudes are

$$1:\;2\left(1-\frac{d^2}{16\sigma^2}\right):\;1+2\left(1-\frac{d^2}{\sigma^2}\right).$$

The condition is $d\ll\sigma$, or $|J|\gg a^2/\sigma=30$ mT $=20a$. This is much stricter than $|J|\gg a$.

At $J/a=100$, $d=0.015$ mT and $d^2/\sigma^2=0.04$. The formula gives 1 : 1.995 : 2.920, and the computed spectrum gives 1 : 1.995 : 2.921. These digits belong to the high-field Hamiltonian; restoring the dropped hyperfine terms at 9.5 GHz changes the ratio to about 1 : 1.99 : 2.91.

At $J/a=10$ the computed ratio is 1 : 1.56 : 1.06, although there are five absorption maxima. Here $d\approx2\sigma$, and the expansion does not apply. The central line consists of three nearly equal components spaced by about $2\sigma$. At a distance $\sigma$ beyond the last one, the slopes add to about $e^{-1/2}+3e^{-9/2}=0.64$, against $e^{-1/2}=0.61$ for a single component, which is a ratio of about 1.05. The central line is broad rather than tall, while its integrated intensity remains close to three times that of an outermost line.

For six values of $J/a$, the numerical output lists the positions and weights for the configurations $(m_1,m_2)=(1,0)$ and $(1,-1)$, together with the satellite share of the whole spectrum.

## Numbers as computed

```
a = 1.500 mT = 42.11 MHz; g = 2.0060
microwave frequency = 9.50 GHz
centre field B0 = 338.36 mT
peak-to-peak width = 0.150 mT; sigma = 0.075 mT
offsets in mT; w = weight per line (no unit), total 36
J/a = 0.0500: J = 0.075 mT = 2.1 MHz
  (1,0)  main +0.0366, +1.4634; w = 1.049938
  (1,0)  sat. -0.0384, +1.5384; w = 0.950062
  (1,-1) main -1.4630, +1.4630; w = 1.024992
  (1,-1) sat. -1.5380, +1.5380; w = 0.975008
  sat. share 31.9459 %, in frame or at edge 10.5562 %; maxima 3
J/a = 0.7500: J = 1.125 mT = 31.6 MHz
  (1,0)  main +0.3750, +1.1250; w = 1.600000
  (1,0)  sat. -0.7500, +2.2500; w = 0.400000
  (1,-1) main -1.0395, +1.0395; w = 1.351123
  (1,-1) sat. -2.1645, +2.1645; w = 0.648877
  sat. share 16.0986 %, in frame or at edge 4.4444 %; maxima 9
J/a = 1.3333: J = 2.000 mT = 56.2 MHz
  (1,0)  main +0.5000, +1.0000; w = 1.800000
  (1,0)  sat. -1.5000, +3.0000; w = 0.200000
  (1,-1) main -0.8028, +0.8028; w = 1.554700
  (1,-1) sat. -2.8028, +2.8028; w = 0.445300
  sat. share 9.3922 %, in frame or at edge 2.2222 %; maxima 9
J/a = 3.0000: J = 4.500 mT = 126.3 MHz
  (1,0)  main +0.6283, +0.8717; w = 1.948683
  (1,0)  sat. -3.8717, +5.3717; w = 0.051317
  (1,-1) main -0.4542, +0.4542; w = 1.832050
  (1,-1) sat. -4.9542, +4.9542; w = 0.167950
  sat. share 3.0065 %, in frame or at edge 0.0000 %; maxima 9
J/a = 10.0000: J = 15.000 mT = 421.1 MHz
  (1,0)  main +0.7126, +0.7874; w = 1.995037
  (1,0)  sat. -14.2874, +15.7874; w = 0.004963
  (1,-1) main -0.1485, +0.1485; w = 1.980581
  (1,-1) sat. -15.1485, +15.1485; w = 0.019419
  sat. share 0.3261 %, in frame or at edge 0.0000 %; maxima 5
J/a = 100.0000: J = 150.000 mT = 4211.5 MHz
  (1,0)  main +0.7463, +0.7537; w = 1.999950
  (1,0)  sat. -149.2537, +150.7537; w = 0.000050
  (1,-1) main -0.0150, +0.0150; w = 1.999800
  (1,-1) sat. -150.0150, +150.0150; w = 0.000200
  sat. share 0.0033 %, in frame or at edge 0.0000 %; maxima 5
maxima at J = 0: 3
inward satellite at -a/2 for J/a = 0.750000
inward satellite at -a for J/a = 1.333333
singlet content there = 0.9000
integrated groups, J/a = 100: 1.0000 : 2.0000 : 2.9998 : 2.0000 : 1.0000
second moment / a^2, J/a = 100: main 0.33336, sat. 0.33331
derivative amplitudes, J/a = 10: 1.000 : 1.563 : 1.055
derivative amplitudes, J/a = 30: 1.000 : 1.945 : 2.265
derivative amplitudes, J/a = 100: 1.000 : 1.995 : 2.921
small-shift law, J/a = 100: 1 : 1.995 : 2.920
high-field error, J/a = 0.75: 4.27 % of top at B0, 0.43 % at 10 B0
```
